# The f-sum rule in RPA and the upward shift of strength

## Result

Let \(\chi_0\) be the density response of independent electrons and let \(\chi\) be the RPA response,
\[
\chi=\chi_0+\chi_0\,v\,\chi ,
\]
where \(v\) is the Coulomb interaction. For real probe functions \(f,g\) write \(\chi_{fg}=\iint f(\mathbf r)\,\chi(\mathbf r,\mathbf r')\,g(\mathbf r')\) and define the moments
\[
M_p[f,g]=-\frac{2}{\pi}\int_0^\infty \omega^p\,\mathrm{Im}\,\chi_{fg}(\omega+i0)\,d\omega .
\]
Then \(M_1\) is the same for \(\chi\) and \(\chi_0\). If the one-electron potential is local,
\[
M_1[f,g]=\int n\,\nabla f\cdot\nabla g\,d\mathbf r ,
\]
with \(n\) the density of the reference orbitals. This is the f-sum rule.

\(M_1[f,f]\) is the total oscillator strength seen by the probe \(f\). Screening redistributes this strength in two senses:

- In any system covered here, the strength-weighted mean of \(\omega^2\) does not fall and that of \(1/\omega^2\) does not rise.
- In a homogeneous system, the strength below any given energy does not increase. This stronger property can fail in an inhomogeneous system.

Hartree atomic units are used. The reference state has closed shells, real orbitals \(\varphi\), integer occupations and a nonzero gap. The interaction \(v\) is real, symmetric, positive and independent of frequency. The proof uses a finite set of transitions. Infinite sets are reached as a limit, provided the moments in question stay finite.

## The independent-electron response

Apply the weak potential \(g(\mathbf r)(e^{-izt}+e^{izt})\), with \(z\) real for the moment. Let \(c_a\) be the amplitude of orbital \(a\) mixed into occupied orbital \(i\), apart from the common phase, and let \(\omega_k=\varepsilon_a-\varepsilon_i\). To first order,
\[
i\dot c_a=\omega_k c_a+g_{ai}(e^{-izt}+e^{izt}),\qquad
c_a=\frac{g_{ai}}{z-\omega_k}e^{-izt}-\frac{g_{ai}}{z+\omega_k}e^{izt}.
\]
The density change of one electron is \(\sum_a\varphi_i\varphi_a(c_a+c_a^*)\). Its \(e^{-izt}\) part carries the factor
\[
\frac1{z-\omega_k}-\frac1{z+\omega_k}=\frac{2\omega_k}{z^2-\omega_k^2}.
\]
This factor is odd in \(\omega_k\), so pairs of occupied orbitals cancel and \(a\) runs over unoccupied orbitals. The two spins are absorbed in \(\rho_k=\sqrt2\,\varphi_i\varphi_a\). Continued to complex \(z\), the response is
\[
\chi_0(z)=\sum_k\frac{2\omega_k\,\rho_k\rho_k^T}{z^2-\omega_k^2}=-R\,(D^2-z^2)^{-1}R^T .
\]
Here \(D=\mathrm{diag}(\omega_k)\), and the columns of \(R\) are \(\sqrt{2\omega_k}\,\rho_k\).

## The interaction enters only the denominator

In RPA the electrons respond through \(\chi_0\) to the applied potential plus the Hartree potential \(v\,\delta n\), which gives the Dyson equation above. Define
\[
K=R^TvR,\qquad G_0=(D^2-z^2)^{-1},\qquad G=(D^2+K-z^2)^{-1}.
\]
Since \(G^{-1}=G_0^{-1}+K\), multiplying by \(G_0\) on the left and \(G\) on the right gives \(G_0=G+G_0KG\). The trial solution \(\chi=-RGR^T\) then satisfies
\[
\chi_0+\chi_0v\chi=-RG_0R^T+RG_0(R^TvR)GR^T=-R(G_0-G_0KG)R^T=-RGR^T .
\]
It is the unique solution wherever \(1-\chi_0v\) is invertible. The determinant of this matrix is a rational function of \(z\) that tends to 1 at large \(|z|\), so invertibility fails at isolated points at most. Hence
\[
\boxed{\;\chi(z)=-R\,(D^2+R^TvR-z^2)^{-1}R^T\;}
\]

For any vector \(a\), \(a^TKa=(Ra)^Tv(Ra)\ge0\). The eigenvalues of \(D^2+K\) are therefore positive. By the min-max principle, each one, taken in order, lies at or above the corresponding eigenvalue of \(D^2\). Write
\[
D^2+K=Z\Omega^2Z^T,\qquad ZZ^T=1,\qquad s_n=RZ_n ,
\]
so that
\[
\chi(z)=-\sum_n\frac{s_ns_n^T}{\Omega_n^2-z^2}.
\]

## The first moment

For \(\omega>0\),
\[
\mathrm{Im}\,\frac{1}{\Omega_n^2-(\omega+i0)^2}=\pi\,\delta(\Omega_n^2-\omega^2)=\frac{\pi}{2\Omega_n}\,\delta(\omega-\Omega_n).
\]
The minus sign in \(\chi\) cancels the one in the definition of \(M_p\), and the factors \(2/\pi\) and \(\pi/2\) cancel too:
\[
M_p=\sum_n\Omega_n^{\,p-1}s_ns_n^T .
\]
For \(p=1\) the frequencies drop out:
\[
M_1=\sum_ns_ns_n^T=RZZ^TR^T=RR^T .
\]
Setting \(v=0\) changes \(\Omega\) and \(Z\) but not \(RR^T\). This proves that the first moments are equal.

The same fact appears at high frequency. For \(|z|\) above all poles,
\[
\chi(z)=\frac{M_1}{z^2}+\frac{M_3}{z^4}+\dots
\]
The correction \(\chi_0v\chi\) is a product of two factors of order \(z^{-2}\), so it starts at \(z^{-4}\) and cannot alter \(M_1\). Two checks for a code follow.

- On the imaginary axis, \(-y^2\chi(iy)=M_1-M_3/y^2+\dots\), so the responses with and without \(v\) must approach the same limit.
- On a circle enclosing all poles, the average of \(z^2\chi(z)\) over equally spaced points tends to \(M_1\) and that of \(z^4\chi(z)\) to \(M_3\), because the other powers of \(z\) average out.

The resolvent proof uses a static kernel acting on densities; the equality of the \(z^{-2}\) tails needs only a kernel that stays bounded at large \(|z|\). Positivity of \(v\) is not needed for the identity \(RR^T\), but if \(D^2+K\) had a negative eigenvalue, a pair of poles would leave the real axis and the integral over real frequencies would miss their share. An exchange term between electron and hole is not of the form \(R^TvR\) and is not covered.

## The value of the sum

With \(f_{ia}=\langle i|f|a\rangle\) and \(\int f\rho_k=\sqrt2f_{ia}\),
\[
M_1[f,g]=4\sum_i^{\rm occ}\sum_a^{\rm unocc}(\varepsilon_a-\varepsilon_i)f_{ia}g_{ai}.
\]
The sum over \(a\) may be extended to all orbitals. For two occupied orbitals the energy difference is antisymmetric and the product \(f_{ia}g_{ai}\) symmetric, so the added terms cancel. Now take the one-electron Hamiltonian \(h\) and expand
\[
\langle i|[f,[h,g]]|i\rangle=\langle i|fhg-fgh-hgf+ghf|i\rangle .
\]
Inserting the complete set of orbitals, the first and last terms each give \(\sum_a\varepsilon_af_{ia}g_{ai}\), and the middle two each give \(-\varepsilon_i\sum_af_{ia}g_{ai}\). Therefore
\[
M_1[f,g]=2\sum_i^{\rm occ}\langle i|[f,[h,g]]|i\rangle .
\]
For \(h=-\tfrac12\nabla^2+u(\mathbf r)\) the local potential commutes with \(g\), and
\[
[h,g]=-\tfrac12(\nabla^2g)-\nabla g\cdot\nabla .
\]
The first term commutes with \(f\). The second gives, on any \(\varphi\),
\[
-f\,\nabla g\cdot\nabla\varphi+\nabla g\cdot\nabla(f\varphi)=(\nabla f\cdot\nabla g)\,\varphi .
\]
With \(n=2\sum_i\varphi_i^2\) this is \(\int n\,\nabla f\cdot\nabla g\). For \(f=g=x\) it equals the electron number \(N\). For a plane wave, add the results for \(\cos\mathbf q\cdot\mathbf r\) and \(\sin\mathbf q\cdot\mathbf r\) and divide by the volume, which gives \(nq^2\) with \(n\) the mean density.

Two assumptions entered here that the equality of moments did not need: a local potential and a complete orbital set. A nonlocal potential or a truncated set of unoccupied orbitals can change the value of \(RR^T\), but \(\chi\) and \(\chi_0\) still share it. A code should therefore make two separate comparisons. Disagreement between \(\chi\) and \(\chi_0\) points to the Dyson step or to a frequency integration that misses a pole or stops too low. Agreement on a value other than \(\int n\nabla f\cdot\nabla g\) points to the orbitals, the potential or the grid, but only once the frequency integration is known to be complete, because a cut above the strongly shifted lines removes nearly the same tail from both responses. With a broadening \(\omega\to\omega+i\eta\), each line contributes \(4\eta/(\pi\omega^2)\) per unit strength to the integrand far above it, so a cut at \(W\) removes the fraction \(4\eta/(\pi W)\) from \(\chi\) and \(\chi_0\) alike. In the four-electron well treated below, \(\eta=0.05\) and \(W=10\) hartree give about 3.974 instead of 4 for both.

## Why the strength moves up

From the formula for \(M_p\) with \(p=3\),
\[
M_3=R(D^2+R^TvR)R^T=M_3^0+M_1\,v\,M_1 ,
\]
where the superscript 0 denotes \(\chi_0\). For a local potential and a complete set, integration by parts gives
\[
\int g\,(M_1f)=\int n\nabla g\cdot\nabla f=-\int g\,\nabla\cdot(n\nabla f),
\]
when surface terms vanish. So \(M_1f=-\nabla\cdot(n\nabla f)\), which is the density change made by displacing the electrons along \(\nabla f\). The gain in \(M_3[f,f]\) is the Coulomb double integral of this charge with itself, twice its electrostatic energy, and cannot be negative. Screening raises the mean of \(\omega^2\) relative to \(\chi_0\) because the induced charge has a positive electrostatic energy. This is a statement about \(\chi\) against \(\chi_0\), not about interacting against noninteracting electrons in the same external potential. For \(f=x\) one has \(M_3^0=\int n\,\partial_x^2u\), and two integrations by parts turn the gain into \(-\int n\,\partial_x^2v_H\), with \(v_H=vn\) the Hartree potential. If \(u=u_{\rm ext}+v_H\) is self-consistent, then \(M_3=\int n\,\partial_x^2u_{\rm ext}\): a rigid shift of all electrons costs no interaction energy, and the gain only undoes the softening that \(v_H\) put into \(\chi_0\).

For \(p=-1\),
\[
M_{-1}=R(D^2+K)^{-1}R^T=-\chi(0).
\]
To compare with \(K=0\), note that \(D^{-1}(D^2+K)D^{-1}=1+D^{-1}KD^{-1}\ge1\). Its inverse \(D(D^2+K)^{-1}D\) is thus at most 1, and \((D^2+K)^{-1}\le D^{-2}\). The static response \(-\chi(0)\) is at most \(-\chi_0(0)\) for every probe.

Dividing \(M_3\) and \(M_{-1}\) by the common \(M_1\) gives the two statements about means.

### Homogeneous systems

Translation invariance makes the Dyson equation scalar for each \(\mathbf q\ne0\), with \(c=v_q=4\pi/q^2\):
\[
\chi_0=-u^T(D^2-z^2)^{-1}u,\qquad \chi=-u^T(B_c-z^2)^{-1}u,\qquad B_c=D^2+c\,uu^T .
\]
The vector \(u\) holds the strength amplitudes of the probe, normalized per volume, and the second form is the boxed result with the single row \(u^T\) in place of \(R\). Transitions of equal gap can be rotated so that one combination carries all their strength; the others decouple and are dropped. The remaining gaps are distinct and all \(u_i\ne0\).

Let \(B_cy_i=b_iy_i\), in increasing order, and let \(w_i=(u\cdot y_i)^2\) be the strength at \(\Omega_i=\sqrt{b_i}\). No eigenvector is orthogonal to \(u\): it would be an eigenvector of \(D^2\), hence a single basis vector, on which \(u\) has a nonzero component. Nor can two levels coincide, since their eigenspace would contain a vector orthogonal to \(u\). Nondegenerate perturbation theory therefore holds at every \(c\):
\[
\frac{db_i}{dc}=w_i>0,\qquad
\frac{dy_i}{dc}=\sum_{j\ne i}y_j\frac{(y_j\cdot u)(u\cdot y_i)}{b_i-b_j},\qquad
\frac{dw_i}{dc}=2\sum_{j\ne i}\frac{w_iw_j}{b_i-b_j}.
\]
Sum the last equation over the lowest \(k\) levels. Pairs inside this group cancel by antisymmetry, leaving
\[
\frac{d}{dc}\sum_{i\le k}w_i=2\sum_{i\le k<j}\frac{w_iw_j}{b_i-b_j}<0\qquad(k\text{ below the number of levels}).
\]
As \(c\) grows, the levels rise, so no new ones drop below a fixed energy, and the lowest \(k\) together do not gain strength. The strength below that energy cannot increase. The inequality survives the infinite-volume limit.

### How the stronger statement fails

In an inhomogeneous system \(K\) can act along directions other than the probe's. Take two transitions at 1 and 2 hartree, a probe \(u=(1,1)/\sqrt2\), and \(K=6\,ww^T\) hartree² with \(w=(1,-1)/\sqrt2\):
\[
D^2+K=\begin{pmatrix}4&-3\\-3&7\end{pmatrix},\qquad
\Omega^2=5.5\pm\sqrt{1.5^2+3^2}=2.146,\ 8.854 .
\]
The energies rise to 1.465 and 2.976 hartree. Because \(w\cdot u=0\), the mean of \(\omega^2\) stays at \((1+4)/2=2.5\) hartree². The lower line must then carry the fraction \((8.854-2.5)/(8.854-2.146)=0.947\). The strength below 1.9 hartree has grown from 0.500 to 0.947. The mean of \(1/\omega^2\) still falls, from 0.625 to 0.447 hartree⁻². This model is a limiting case. Since \(u=R^Tf\), \(f^TRu=u\cdot u\ne0\), so \(Ru\ne0\), and a positive definite \(v\) such as the Coulomb interaction gives \(u^TKu=(Ru)^Tv(Ru)>0\) and a strictly rising mean of \(\omega^2\). Adding a small term \(\epsilon\,uu^T\) to \(K\) makes it positive definite. The two levels and their strengths change continuously with \(\epsilon\), and 1.9 hartree lies strictly between the levels, so the growth of strength below that energy persists for small \(\epsilon\).

## Electron gas: the plasmon takes the strength

The infinite gas has no gap. It is covered as the limit of closed-shell periodic cells of growing size, and the moments \(M_{-1}\), \(M_1\) and \(M_3\) used below stay finite. Take \(r_s=4\) bohr and \(q=0.5\,k_F\). Then \(k_F=0.4798\) bohr⁻¹, \(q=0.2399\) bohr⁻¹ and \(n=3.730\times10^{-3}\) bohr⁻³. With \(w_k=\mathbf k\cdot\mathbf q+q^2/2\), the orbital energy change from \(\mathbf k\) to \(\mathbf k+\mathbf q\),
\[
\chi_0(q,z)=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{2w_k}{z^2-w_k^2}.
\]
Its \(z^{-2}\) tail gives \(M_1=2\int 2w_k\,d^3k/(2\pi)^3=nq^2\), since \(\mathbf k\cdot\mathbf q\) averages to zero. Its strength ends at the continuum edge \(qk_F+q^2/2=0.1439\) hartree.

The RPA response is \(\chi=\chi_0/(1-v_q\chi_0)\). Inside the continuum, \(\mathrm{Im}\,\chi=\mathrm{Im}\,\chi_0/|1-v_q\chi_0|^2\). For small enough \(q\) (below \(0.945\,k_F\) at \(r_s=4\)) there is a pole above the edge, where \(v_q\chi_0(q,\Omega)=1\); at larger \(q\) all strength lies in the continuum. Near the pole, \(1-v_q\chi_0\approx-v_q\chi_0'(\Omega)(\omega-\Omega)\), so
\[
\chi\approx-\frac{1}{v_q^2\chi_0'(\Omega)(\omega-\Omega)} .
\]
Matching this to \(s^2/(\omega^2-\Omega^2)\approx s^2/[2\Omega(\omega-\Omega)]\) gives the plasmon strength
\[
s^2=-\frac{2\Omega}{v_q^2\,\chi_0'(\Omega)} ,
\]
positive because \(\chi_0\) decreases with \(\omega\) above the edge. An implementation that integrates the continuum alone misses this term.

The pole lies at 0.2369 hartree (6.446 eV). In units of \(nq^2\), the plasmon carries 0.98994 and the screened continuum 0.01006, which add to 1.00000. Below half the edge energy, the fraction of the total strength falls from 0.244 to 0.0018.

In this scalar case the gain in \(M_3\) is \(v_q(nq^2)^2\). Division by \(M_1=nq^2\) shows that the mean of \(\omega^2\) rises by
\[
v_q\,nq^2=4\pi n=\omega_p^2
\]
at every \(q\ne0\). The separately integrated moments give \(0.055652-0.008777=0.046875\) hartree², equal to \(\omega_p^2\) to the digits shown. The static response \(-\chi(q,0)\) drops from 0.04759 to \(0.04759/(1+218.36\times0.04759)=0.00418\) atomic units.

## A finite system

The second case has four electrons in the one-dimensional well \(0.1x^2+0.05x^3+0.01x^4\), with the kernel \(1/\sqrt{(x-x')^2+1}\). The orbitals are those of the given well, without self-consistency, so this tests the response equations and not a ground-state theory. The line positions below are therefore not those of interacting electrons in this well: with self-consistent Hartree orbitals the strongest line lies at 0.383 hartree in \(\chi_0\) and 0.577 hartree in \(\chi\). The probe is \(f=x\).

Contour averages of the Dyson solution give \(M_1=4.000000\) with and without \(v\). The mean of \(\omega^2\) rises from 0.29516 to 0.53225 hartree². The gain in \(M_3\) is 0.94834 atomic units, and the double integral of \(v\) with the charge \(-dn/dx\) gives the same number. The strongest line moves from 0.504 to 0.708 hartree while its strength changes only from 3.896 to 3.916. The static polarizability falls from 15.39 to 7.86 atomic units.

Adding the nonlocal term \(0.5\,|b\rangle\langle b|\) hartree to the potential, with \(b\) the normalized function proportional to \(e^{-(x-0.5)^2}\), changes the common first moment to 3.5504. Keeping one unoccupied orbital in the original well gives 3.9339. In both cases \(\chi\) and \(\chi_0\) agree, as \(M_1=RR^T\) requires. The numerical check covers these cases, the two-transition model and the electron gas.

## Values computed for the example and the checks

```
A: 1D well, 4 electrons, probe f = x
grid spacing 0.4 bohr, points 46
M1 chi0 4.000000, RPA 4.000000 (electrons)
M1 nonlocal: chi0 3.550394, RPA 3.550394 (electrons)
M1 truncated: chi0 3.933921, RPA 3.933921 (electrons)
mean w^2 chi0 0.29516 hartree^2
mean w^2 RPA  0.53225 hartree^2
M3 gain from Dyson equation 0.94834 a.u.
M3 gain from density slope  0.94834 a.u.
static polarizability chi0 15.3900 a.u.
static polarizability RPA  7.8648 a.u.
chi0 line 0.50439 hartree, strength 3.89564
chi0 line 0.91204 hartree, strength 0.03828
chi0 line 1.71494 hartree, strength 0.03167
RPA line 0.70791 hartree, strength 3.91565
RPA line 1.23719 hartree, strength 0.03678
RPA line 1.79846 hartree, strength 0.01918
B: two transitions, kernel orthogonal to the probe
coupling 6.0 hartree^2, cut 1.9 hartree
chi0 energies 1.0000, 2.0000 hartree
chi0 strengths 0.5000, 0.5000
chi0 mean w^2 2.5000 hartree^2, mean 1/w^2 0.6250 hartree^-2
RPA energies 1.4649, 2.9756 hartree
RPA strengths 0.9472, 0.0528
RPA mean w^2 2.5000 hartree^2, mean 1/w^2 0.4474 hartree^-2
strength below cut: chi0 0.5000, RPA 0.9472
C: electron gas
r_s 4.0 bohr, k_F 0.47979 bohr^-1, q 0.23989 bohr^-1
density 3.730194e-03 bohr^-3, n q^2 2.146708e-04 a.u.
v_q 218.3576 a.u., continuum edge 0.14387 hartree
plasma frequency 0.21651 hartree
plasmon 0.23687 hartree = 6.446 eV
M1/(n q^2) chi0 continuum 1.0000000
M1/(n q^2) RPA continuum  0.0100631
M1/(n q^2) RPA plasmon    0.9899369
M1/(n q^2) RPA total 1.0000000
mean w^2 chi0 0.008777, RPA 0.055652 hartree^2
rise 0.046875, w_p^2 0.046875 hartree^2
-chi0(q,0) 0.047587, -chi(q,0) 0.004178 a.u.
fraction below 0.07194 hartree: chi0 0.24414, RPA 0.00177
```
